# How a Skewed Neighbour Distribution Shifts the Gaussian EXAFS Bond Length

## What symmetry and dimensions fix

In EXAFS a photoelectron of wavenumber $k$ travels from the absorbing atom to a neighbour at distance $r$ and back, and so gathers the phase $2kr$. A shell of neighbours with normalized density $p(r)$ and mean $C_1$ enters the signal through

$$\langle e^{2ikr}\rangle=e^{2ikC_1}\int p(r)\,e^{2ik(r-C_1)}\,dr .$$

Reflect $p$ about its mean. The remaining integral turns into its complex conjugate, so its phase changes sign. A symmetric density therefore adds no slowly growing phase to $2kC_1$, and any such phase must be odd in the asymmetry. The lowest measure of asymmetry is the third cumulant $C_3=\langle(r-C_1)^3\rangle$, a length cubed. Since $p$ is real, the phase is odd in $k$, and its linear term is already contained in $2kC_1$. At small $k$ the leading term is therefore cubic, and because a phase has no dimension, to first order in $C_3$ it must be a number times $C_3k^3$.

A fit with a Gaussian density has only the linear phase $2kR'$ with which to imitate this cubic one. Its distance error $\delta=R'-C_1$ is a length, odd in the asymmetry, and so must be a number times $C_3K^2$, where $K^2$ is a squared wavenumber set by the data window and by how the signal amplitude varies within it. The argument leaves open the two numbers, their signs and the meaning of $K^2$. The answers, derived twice below, are

$$\text{phase}=-\tfrac43C_3k^3,\qquad \delta=-\tfrac23\,C_3\,\frac{M_4}{M_2},\qquad M_n=\langle k^n\rangle_w ,$$

where $w(k)$ is the squared amplitude of the $k$-weighted signal, normalized to $M_0=1$. The shift holds to first order in $C_3$, with higher odd cumulants neglected and the energy origin fixed.

## Which density is meant

The algebra is in atomic units; numbers are in Å and eV. For one isolated shell and single scattering,

$$\chi(k)=B(k)\,\mathrm{Im}\Big\{e^{i\phi(k)}\int\rho(r)\frac{R^2}{r^2}e^{-2(r-R)/\lambda}e^{2ikr}dr\Big\}.$$

Here $\rho$ is the true neighbour density with mean $R$, $\lambda$ is the electron mean free path, $B$ is a smooth amplitude, and $\phi$ is the scattering phase, taken as known. The density that the experiment sees is thus $p\propto\rho\,e^{-2r/\lambda}/r^2$, which favours near neighbours. Its mean is not $R$.

To find the difference, expand the logarithm of the extra factor about $R$:

$$-2\ln r-\frac{2r}{\lambda}\approx\text{const}+s\,(r-R),\qquad s=-2\Big(\frac1R+\frac1\lambda\Big).$$

With $G(t)=\ln\int\rho\,e^{t(r-R)}dr=\tfrac12C_2t^2+\tfrac16C_3t^3+\dots$, the mean of the density $\rho\,e^{s(r-R)}$, after normalization, is $R+G'(s)$. To leading order

$$C_{1,\rm eff}\approx R+sC_2=R-2C_2\Big(\frac1R+\frac1\lambda\Big).$$

This shift is present for a symmetric $\rho$ too, so it must be kept apart from the error due to skewness. In the same way the third cumulant becomes $G'''(s)\approx C_3+sC_4$. In both derivations below, $C_n$ means the cumulants of the effective density $p$.

## First derivation: phases in wavenumber space

The cumulants are defined by the expansion

$$\ln\langle e^{2ikr}\rangle=\sum_{n\ge1}\frac{(2ik)^n}{n!}C_n .$$

Since $(2i)^3/3!=-8i/6=-\tfrac43i$ and $(2i)^5/5!=32i/120=\tfrac4{15}i$, the imaginary part is

$$\Phi(k)=2kC_1-\tfrac43C_3k^3+\tfrac4{15}C_5k^5-\dots$$

The even terms are real, and give the logarithm of the amplitude, $-2C_2k^2+\tfrac23C_4k^4-\dots$

Now fit a Gaussian model. Let the ratio of model to data, as complex signals, be $e^{\varepsilon+i\eta}$. For small errors $|1-e^{\varepsilon+i\eta}|^2\approx\varepsilon^2+\eta^2$, so the sum of squares is proportional to $\langle\varepsilon^2+\eta^2\rangle_w$. The amplitude and the variance of the model enter $\varepsilon$ alone; the distance enters $\eta$ alone. The two problems separate.

The measured signal is the imaginary part. With data phase $\theta=\Phi+\phi$, its squared error is proportional to

$$(\varepsilon\sin\theta+\eta\cos\theta)^2=\tfrac12(\varepsilon^2+\eta^2)+\tfrac12(\eta^2-\varepsilon^2)\cos2\theta+\varepsilon\eta\sin2\theta .$$

The last two terms average out if the window holds many oscillations, and the same separation results.

The phase error is model minus data,

$$\eta=2k(C_1+\delta)-\big(2kC_1-\tfrac43C_3k^3\big)=2k\delta+\tfrac43C_3k^3 .$$

Setting the derivative of $\langle\eta^2\rangle_w$ with respect to $\delta$ to zero gives $\langle k\eta\rangle_w=0$, that is

$$2\delta M_2+\tfrac43C_3M_4=0\quad\Rightarrow\quad\delta=-\tfrac23C_3\frac{M_4}{M_2}.$$

A tail towards long distances ($C_3>0$) makes the fitted bond too short. The factor $M_4/M_2$ is the $K^2$ of the opening argument. It grows when the window or the weighting favours high $k$, so two fits of the same data with different $k$ weightings return different distances.

### Free energy origin

The zero of photoelectron energy can be fitted as well. Raising it by $\Delta E_0$ changes the wavenumber to $k'$, with $k'^2=k^2-\kappa$ and $\kappa=2\Delta E_0$, so $k'\approx k-\kappa/2k$. Take $\phi=\phi_0-ak$, and keep the amplitude on the original $k$ scale. The model phase $2k'R'+\phi(k')$ then changes by $-(2R'-a)\kappa/2k\approx-L\kappa/k$, with $L=R-a/2$, and

$$\eta=2\delta k-\frac{L\kappa}{k}+\tfrac43C_3k^3 .$$

The two conditions $\langle k\eta\rangle_w=0$ and $\langle\eta/k\rangle_w=0$ read

$$2\delta M_2-L\kappa+\tfrac43C_3M_4=0,\qquad 2\delta-L\kappa M_{-2}+\tfrac43C_3M_2=0 .$$

Multiply the first by $M_{-2}$ and subtract the second to remove $\kappa$. Multiply the second by $M_2$ and subtract the first to remove $\delta$. With $D=M_2M_{-2}-1$,

$$\delta_{\rm free}=-\tfrac23C_3\frac{M_4M_{-2}-M_2}{D},\qquad \kappa=-\frac{4C_3}{3L}\,\frac{M_4-M_2^2}{D}.$$

One might hope that the extra parameter relieves the distance. It does the opposite, because

$$\frac{M_4M_{-2}-M_2}{D}-\frac{M_4}{M_2}=\frac{M_4-M_2^2}{M_2D}\ge0 .$$

The numerator is the variance of $k^2$, and $D>0$ by the Cauchy–Schwarz inequality. At this order the free origin therefore improves the fit and worsens the distance.

A narrow weight around $k_0$ shows how far this can go. Write $k^2=k_0^2(1+x)$ with $\langle x\rangle=0$ and $\langle x^2\rangle=v\ll1$. Then $M_4M_{-2}-M_2\approx2vk_0^2$ and $D\approx v$. Hence $\delta_{\rm free}\to-\tfrac43C_3k_0^2$, twice the fixed-origin value $-\tfrac23C_3k_0^2$.

## Second derivation: shapes in real space

Let $x=r-C_1$, and let $f_0(x)$ be the Gaussian with variance $\sigma^2=C_2$. Add a small skewness by writing

$$p=f_0-\frac{C_3}{6}f_0''' .$$

Three integrations by parts give $\int x^nf_0'''dx=-n(n-1)(n-2)\int x^{n-3}f_0\,dx$. For $n=0,1,2$ this vanishes, so norm, mean and variance are unchanged. For $n=3$ it equals $-6$, so the third moment of $p$ is $C_3$, as required. For $n=4$ it vanishes. For $n=5$ it is $-60\sigma^2$, which gives the fifth moment $10\sigma^2C_3$ and hence a fifth cumulant $10\sigma^2C_3-10C_2C_3=0$. The added term is thus a pure third cumulant through fifth order.

Under $\int e^{2ikx}(\cdot)\,dx$ each derivative becomes a factor $-2ik$. Since $(-2ik)^3=8ik^3$,

$$\int p\,e^{2ikx}dx=e^{-2\sigma^2k^2}\big(1-\tfrac43iC_3k^3\big),$$

whose phase is $-\tfrac43C_3k^3$ to first order.

For the fitted distance, remove the known phase $\phi$ from the complex signal, apply the $k$ weighting and window, and transform back to $x$. The Gaussian $f_0$ then appears as a smoothed complex function $f(x)$. Smoothing commutes with differentiation, so the skewness appears as $-\tfrac16C_3f'''$, and a displacement $\delta$ of the model as $-\delta f'$. Small changes of the model's amplitude and variance add $\alpha f+\gamma f''$ with real $\alpha,\gamma$. The mismatch, model minus data, is

$$m=-\delta f'+\alpha f+\gamma f''+\tfrac16C_3f''' .$$

Minimizing $\int|m|^2dx$ over $\delta$ requires $\mathrm{Re}\int f'^*m\,dx=0$. The functions fall off at large $|x|$, so boundary terms vanish, and

- $\mathrm{Re}\,f'^*f=\tfrac12(|f|^2)'$ integrates to zero;
- $\mathrm{Re}\,f'^*f''=\tfrac12(|f'|^2)'$ integrates to zero;
- $\int f'^*f'''dx=-\int|f''|^2dx$.

What remains is

$$\delta=-\frac{C_3}{6}\,\frac{\int|f''|^2dx}{\int|f'|^2dx}.$$

By Parseval's theorem the integrals are proportional to $(2k)^4$ and $(2k)^2$ averaged with the weight $w$. Their ratio is $4M_4/M_2$, and $\delta=-\tfrac23C_3M_4/M_2$ again.

This form gives a picture. With a flat weighting and all $k$ from zero to infinity, $w\propto e^{-4\sigma^2k^2}$ and $M_4/M_2=3/(8\sigma^2)$, so $\delta=-C_3/(4\sigma^2)$. The peak of $p$ lies where $f_0'=\tfrac16C_3f_0''''$. Near $x=0$ this reads $-x/\sigma^2=C_3/(2\sigma^4)$, so the peak is at $x=-C_3/(2\sigma^2)$. In this limit the fit settles halfway between the mean and the most probable distance: it follows the bulk of the neighbours and gives too little weight to the tail.

## What each derivation assumes

Both take one isolated shell, a known scattering phase and small fit errors. They differ in what else must be small.

The first expands a logarithm. As a description of the phase, its cubic term may itself be large, provided that the series converges and later terms are small. The formula for $\delta$ asks more, because the residual $\eta$ contains the cubic term and must stay small where the signal has weight. For a purely cubic phase with the window and weighting of the example below, the formula overestimates the fitted shift by about 3% when that phase reaches 1.6 rad at the upper end of the window, and by about 12% when it reaches 3.1 rad. For a gamma density with standard deviation $\sigma$ and skewness $\beta=C_3/\sigma^3$, the centred transform is $e^{-2ikgb}(1-2ikb)^{-g}$, with $g=4/\beta^2$ and $b=\sigma\beta/2$. The series of its logarithm converges for $|2kb|<1$, that is $k\sigma|\beta|<1$. Beyond this the phase still exists, but the cumulant series no longer sums to it.

The second needs no convergent series, but it needs $\tfrac43|C_3|k^3\ll1$ wherever the signal has weight. If that quantity is 0.84, the phase of $1-0.84i$ is $-0.70$ rad, not $-0.84$ rad. Its trial density also turns negative far out on the side away from the tail. In return it shows which feature of the shape the fit mistakes for a displacement. The free energy origin, a phase in $1/k$, is simpler to treat by the first route.

## A disordered Cu₂O film

Take the Cu–O shell with $R=1.85$ Å, $\sigma=0.09$ Å, a gamma density with $\beta=0.5$, $\lambda=8$ Å, $k$ from 3 to 12 Å⁻¹ and $k^3$ weighting. Then $C_2=0.0081$ Å² and $C_3=0.5\times0.09^3=3.65\times10^{-4}$ Å³. At the upper end $k\sigma\beta=0.54$, inside the convergence range. There, for the true density without the $1/r^2$ and mean-free-path factors, the cubic phase is $-0.84$ rad and the fifth-order one $+0.15$ rad; at 8 Å⁻¹ they are $-0.249$ and $+0.019$ rad.

The mean shifts by about $-2(0.0081)(1/1.85+1/8)=-0.0108$ Å; quadrature gives $-0.0104$ Å. The effective third cumulant is $3.38\times10^{-4}$ Å³, and $M_4/M_2=63.1$ Å⁻² for $B(k)$ proportional to $1/k$ times an assumed oxygen backscattering amplitude $1/[1+(k/q)^2]$ with $q=4$ Å⁻¹. Hence

$$\delta=-\tfrac23(3.38\times10^{-4})(63.1)=-0.0142\ \text{Å}.$$

The full nonlinear fit gives $-0.0130$ Å. Putting the complete phase in place of the cubic term in the same linear formula also gives $-0.0130$ Å, so the difference comes from the higher odd cumulants. Together with the shift of the mean, the fit returns 1.827 Å, which is 0.023 Å below the true mean. This is for a model that does not correct for the factors $1/r^2$ and $e^{-2r/\lambda}$. Some EXAFS codes include the leading $1/r^2$ correction; the same data then give 1.834 Å, or 1.836 Å with both corrections, and the error due to skewness remains.

With a scattering-phase slope of $a=0.8$ Å, freeing the energy origin moves it by $-1.6$ eV and enlarges the skewness error to $-0.0200$ Å. The energy shift depends on $a$ (it is $-1.3$ eV for $a=0$), while the distance error hardly does. Using $k^1$ instead of $k^3$ weighting, with the origin fixed, reduces the error to $-0.0059$ Å. Reversing the skewness gives $+0.0147$ Å. This is larger in size than 0.0130 Å because the correction $sC_4$ is negative in both cases: it weakens a positive $C_3$ and strengthens a negative one.

The first-order formulas were tested at $\beta=0.05$ on the complex signal, without the $1/r^2$ and mean-free-path factors. Formula and fit give $-0.001399$ and $-0.001398$ Å with fixed origin, and $-0.002246$ and $-0.002244$ Å with free origin.

Suppose now that the film orders on annealing, with the same true mean but a symmetric density of width 0.06 Å. The Gaussian fit then returns 1.845 Å. With $k^3$ weighting and a fixed origin, the bond seems to lengthen by 0.019 Å although its mean has not moved; 0.006 Å of this comes from the effective means and the rest from the lost skewness.

Fitting $C_3$ with the origin fixed gives 1.8389 Å, within 0.001 Å of the effective mean 1.8396 Å. Adding back $2C_2(1/R+1/\lambda)$ with the fitted values gives 1.848 Å, still 0.002 Å short. The price is sensitivity to noise. For independent noise of 2% of the peak $k^3$-weighted signal at points 0.05 Å⁻¹ apart, the standard error of the distance is 0.0002 Å for the Gaussian fit, 0.0004 Å with $C_3$ free and the origin fixed, and 0.0010 Å with both $C_3$ and the origin free. The small error bar of the Gaussian fit says nothing about its bias.

The distance is a rough value for cuprite, whose geometry puts two O atoms at 1.85 Å and twelve Cu atoms at 3.02 Å around each Cu. The width and skewness are assumed values for a disordered film, not measurements, and a real film may hold several bonding environments that no gamma density describes. For this width, window and weighting, each $10^{-4}$ Å³ of effective $C_3$ costs about 0.004 Å; at the same skewness $\beta$ the cost is higher for a narrower density and lower for a broader one (0.005 Å for a width of 0.06 Å, 0.003 Å for 0.12 Å). At the same $C_3$ a narrower density is more strongly skewed, the higher cumulants grow, and the cost need not rise. If the energy origin is not known beforehand and has to be fitted, the total error grows from 0.023 to 0.030 Å. Two other effects were estimated and are smaller here. A $k$-independent mean free path anywhere between 5 and 12 Å changes the mean shift by at most 0.002 Å, and leakage from a model Cu–Cu shell (assumed amplitude 0.5 Å, variance 0.03 Å²) moves a Fourier-range fit by 0.0004 Å with a Hann window over the whole $k$ range. The leakage depends on the window: with tapers of only 1 Å⁻¹ at each end it is 0.001 to 0.002 Å and of opposite sign. Multiple scattering was left out; its shortest half-path, 3.36 Å, lies well beyond the Cu–O distance. The remaining values are in the numerical output.

## Computed values

```
True mean Cu-O distance: 1.8500 A
Standard deviation, disordered film: 0.0900 A
Skewness, disordered film: 0.50
Mean free path: 8.0 A
k range: 3 to 12 1/A, step 0.05 1/A
Scattering-phase slope: -0.8 A
Model O amplitude 1/(1+(k/q)^2) A, q: 4.0 1/A
Neighbours: 2 O at 1.850 A, 12 Cu at 3.021 A
C2 of density: 0.00810 A^2
C3 of density: 3.645e-04 A^3
C4 of density: 2.460e-05 A^4
C5 of density: 2.214e-06 A^5
Series parameter k*sigma*skew at k max: 0.54
k=4 1/A: C3 phase -0.0311 rad, C5 phase 0.0006 rad
k=8 1/A: C3 phase -0.2488 rad, C5 phase 0.0193 rad
k=12 1/A: C3 phase -0.8398 rad, C5 phase 0.1469 rad
Effective mean, quadrature: 1.8396 A
Effective minus true mean, quadrature: -0.01044 A
Same, leading formula: -0.01078 A
Effective C2: 0.00767 A^2
Effective C3: 3.381e-04 A^3
Weighted <k^4>/<k^2>: 63.13 1/A^2
Errors below are counted from the effective mean
Small skew 0.05, origin fixed, formula: -0.001399 A
Small skew 0.05, origin fixed, fit: -0.001398 A
Small skew 0.05, origin free, formula: -0.002246 A
Small skew 0.05, origin free, fit: -0.002244 A
Film, origin fixed, C3 formula: -0.0142 A
Film, origin fixed, exact phase projected: -0.0130 A
Film, origin fixed, Gaussian fit: -0.0130 A
Film, origin free, C3 formula: -0.0223 A
Film, origin free, exact phase projected: -0.0201 A
Film, origin free, Gaussian fit: -0.0200 A
Energy shift, formula: -1.86 eV
Energy shift, fit: -1.64 eV
Film, origin fixed, k^1 instead of k^3 weight: -0.0059 A
Reversed skewness, Gaussian fit: 0.0147 A
Gaussian-fit distance, origin fixed: 1.8266 A
Total error from true mean, origin fixed: -0.0234 A
Total error from true mean, origin free: -0.0304 A
Fit with C3 free: distance: 1.8389 A
Fit with C3 free: C3: 2.936e-04 A^3
Mean recovered after 1/r^2 and path correction: 1.8481 A
C3 and origin free: distance: 1.8380 A
Ordered film: standard deviation: 0.06 A
Ordered film: Gaussian-fit distance: 1.8452 A
Apparent lengthening on ordering: 0.0186 A
  part from effective means: 0.0056 A
Cu-Cu shell leakage in Fourier-range fit: 0.00043 A
Mean-shift spread for path 5 to 12 A: 0.0019 A
Distance error for noise of 2% of peak k^3 signal:
  Gaussian 0.0002 A, with origin 0.0003 A
  with C3 0.0004 A, with C3 and origin 0.0010 A
Shortest multiple-scattering half-path: 3.361 A
```
